# Recoil Energy in a Two-Body Elastic Collision: Boron on Silicon, part 2

An ion of mass $M_1$, velocity $\mathbf v$ and kinetic energy $E=\tfrac12M_1v^2$ strikes a free atom of mass $M_2$ at rest. We ask how much energy $T$ the atom receives. Speeds are small compared with that of light, the force vanishes at large distance, and in an elastic collision no energy goes to the electrons. The algebra is in atomic units ($\hbar$, the elementary charge, the electron mass and $4\pi\varepsilon_0$ equal one); numerical results are in eV and angstrom. Primes mark quantities long after the collision.

The ion has position $\mathbf r_1$ and velocity $\mathbf v_1$, the target $\mathbf r_2$ and $\mathbf v_2$. The $x$ axis lies along $\mathbf v$. The velocity of the centre of mass, which the collision leaves unchanged, and the relative velocity are

$$\mathbf V=\frac{M_1\mathbf v_1+M_2\mathbf v_2}{M},\qquad \mathbf u=\mathbf v_1-\mathbf v_2,\qquad M=M_1+M_2 .$$

With the reduced mass $\mu=\frac{M_1M_2}{M}$, the energy of the relative motion is

$$E_c=\tfrac12\mu v^2=\frac{M_2}{M}\cdot\tfrac12M_1v^2=\frac{M_2}{M}E .$$

Momentum conservation alone gives, for a target initially at rest,

$$\mathbf v_2'=\frac{M_1}{M}(\mathbf u-\mathbf u') .$$

An elastic collision keeps the length $v$ of $\mathbf u$ and turns it through the centre-of-mass scattering angle $\theta$, so that

$$\boxed{\,T=kE\sin^2\frac{\theta}{2},\qquad k=\frac{4M_1M_2}{(M_1+M_2)^2}\,}$$

The largest transfer, $kE$, is reached at $\theta=\pi$, when the relative velocity is reversed. Measured from the incident direction, the target leaves at the angle $\phi$ and the ion at the angle $\psi$:

$$\phi=\frac{\pi-\theta}{2},\qquad T=kE\cos^2\phi .$$

$$\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2}$$

The example is boron (11.009 u) of $E=10000$ eV on silicon (27.977 u), with $M_2/M_1=2.541$, $k=0.8106$, $kE=8106$ eV and $E_c=7176$ eV.

## From the force to the angle, and the limits of the model

The first half considered an ion of mass $M_1$, speed $v$ and energy $E$ that meets a free atom of mass $M_2$ at rest. With $M=M_1+M_2$ and the reduced mass $\mu=M_1M_2/M$, the relative motion has the energy $E_c=EM_2/M$. An elastic collision turns the relative velocity $\mathbf u$ through the centre-of-mass angle $\theta$ without changing its length $v$. The target leaves with $T=kE\sin^2(\theta/2)$, where $k=4M_1M_2/M^2$, at the angle $\phi=(\pi-\theta)/2$ from the incident direction, and the ion leaves at the angle $\psi$ with $\tan\psi=\sin\theta/(\cos\theta+M_1/M_2)$. For 10000 eV boron on silicon, $k=0.8106$, $kE=8106$ eV and $E_c=7176$ eV.

It remains to find which angle occurs. This depends on the force and on the impact parameter $b$, the distance at which the ion would pass the target's position if it flew on in a straight line. Let the force come from a repulsive potential $W(r)$ that depends only on the separation $r$ of the two atoms. If $\mathbf F$ is the force on the ion, the force on the target is $-\mathbf F$, and the relative position $\mathbf r=\mathbf r_1-\mathbf r_2$ obeys

$$\ddot{\mathbf r}=\frac{\mathbf F}{M_1}+\frac{\mathbf F}{M_2}=\frac{\mathbf F}{\mu}.$$

The relative motion is that of one particle of mass $\mu$ about a fixed centre. The force points along $\mathbf r$, so the angular momentum is conserved. Far away it equals $\mu vb$. If $\alpha$ is the angle through which $\mathbf r$ has turned, then

$$\mu r^2\dot\alpha=\mu vb,\qquad \tfrac12\mu\left(\dot r^2+r^2\dot\alpha^2\right)+W(r)=E_c=\tfrac12\mu v^2 .$$

The first equation gives $r^2\dot\alpha^2=v^2b^2/r^2$. Put this into the second and divide by $\tfrac12\mu v^2$:

$$\dot r^2=v^2g(r),\qquad g(r)=1-\frac{W(r)}{E_c}-\frac{b^2}{r^2}.$$

The closest approach $r_0$ is the outermost distance at which $g$ vanishes. On the way out $\dot r=v\sqrt g$, and therefore

$$\frac{d\alpha}{dr}=\frac{\dot\alpha}{\dot r}=\frac{b}{r^2\sqrt{g(r)}} .$$

The way in is the mirror image of the way out, so the line joining the atoms turns in total through twice the integral of this expression. Without a force the integral, with $s=b/r$, is $\int_0^1ds/\sqrt{1-s^2}=\pi/2$. The line then turns through $\pi$, as it must for straight flight past a point. Any shortfall from $\pi$ is deflection:

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-W(r)/E_c-b^2/r^2}} .$$

For $b=0$ the motion stays on a line, and a repulsion strong enough to stop the approach reverses it, so $\theta=\pi$. The largest transfer $kE$ thus belongs to the head-on collision.

For boron and silicon the potential is taken as the repulsion of the two nuclei, weakened by the electrons around them. In atomic units

$$W(r)=\frac{Z_1Z_2}{r}\,\Phi\!\left(\frac ra\right),\qquad a=\frac{0.88534}{Z_1^{0.23}+Z_2^{0.23}},$$

with the nuclear charges $Z_1=5$ and $Z_2=14$. The function $\Phi$ is the universal screening function of Ziegler, Biersack and Littmark,

$$\Phi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}.$$

This is a fitted average over many pairs of atoms, not an exact interaction for this pair. The screening length $a$ comes out as 0.1427 angstrom. The scattering integral then gives the following angles and recoil energies at 10000 eV.

| $b$ (angstrom) | $\theta$ (degrees) | $T$ (eV) |
|---|---|---|
| 0 | 180 | 8106 |
| 0.05 | 84.0 | 3627 |
| 0.10 | 44.1 | 1143 |
| 0.20 | 17.7 | 191 |
| 0.40 | 5.0 | 15.3 |
| 0.80 | 0.9 | 0.46 |

The digits in the table belong to this potential, not to the real pair of atoms. With Molière's screening function and Firsov's screening length in its place, the entries up to $b=0.20$ angstrom move by less than 1.5%, but $T$ becomes 18 eV at 0.40 angstrom and 1.0 eV at 0.80 angstrom, and a transfer of 15 eV occurs at 0.42 instead of 0.40 angstrom. A Hartree–Fock calculation for B$^+$ and Si at a separation of 0.135 angstrom gives a potential about 5% above the universal one.

The recoil formula was tested for each of these impact parameters. Newton's equations for both atoms were integrated in the laboratory frame, starting with the ion 10 angstrom in front of the target, and the kinetic energy of the silicon atom was read off at the end. It agreed with $kE\sin^2(\theta/2)$, with $\theta$ from the scattering integral, to better than one part in $10^5$ in every case.

Take the collision at $b=0.10$ angstrom in detail. The closest approach is 0.1349 angstrom. There $b^2/r_0^2=0.55$, so the potential energy is the remaining 0.45 of $E_c$, about 3200 eV. The angle is 44.11°, its half has the squared sine 0.1410, and the silicon atom receives

$$T=8105.7\ \text{eV}\times0.1410=1143\ \text{eV}=1.143\ \text{keV}.$$

The ion keeps 8857 eV. The recoil leaves at $\phi=(180°-44.11°)/2=67.9°$. With $M_1/M_2=1/2.541=0.3935$ the ion leaves at

$$\tan\psi=\frac{0.6960}{0.7180+0.3935}=0.626,\qquad\psi=32.1°.$$

The force law enters the final energies and directions only through $\theta$. Replace $\Phi$ by the single exponential $e^{-r/(2a)}$, which has twice the screening length. The angle of 44.11° now occurs at $b=0.1255$ angstrom instead of 0.10, but the recoil energy from the integrated motion is again 1143 eV. An error in the potential changes how often a given transfer happens. It leaves the transfer at a given angle, and the upper limit $kE$, untouched.

How often each transfer happens is an important matter. Since $T=\tfrac12kE(1-\cos\theta)$ is linear in $\cos\theta$, and equal steps of $\cos\theta$ cover equal solid angles, a force that scattered equally into all directions of the centre-of-mass frame would make all values of $T$ between 0 and $kE$ equally likely. The screened repulsion is far from this. Ions arrive spread evenly over the area around a target atom, so the number that pass within a distance $b$ grows as $b^2$. In the table $T$ falls as $b$ grows. If this holds between the entries as well, collisions that transfer more than 15 eV are those with $b$ below 0.402 angstrom, and those that transfer more than 3627 eV have $b$ below 0.05 angstrom. The second group is the fraction $(0.05/0.402)^2$ of the first, about 1.5%. With equally likely transfers it would be $(8106-3627)/(8106-15)$, or 55%. Most collisions are soft, and the maximum $kE$ is a limit, not a typical value.

Soft collisions also depend on the ion's energy in a way that the factor $E$ in the formula hides. For a small deflection the ion moves almost in a straight line at constant speed, and the target hardly moves while the ion passes. The momentum given to the target is the sideways force summed over time. With $dt=dx/v$ this is $I(b)/v$, where $I(b)$ is the integral of the sideways force along the straight path and does not contain the speed. To leading order in the deflection,

$$T\approx\frac{1}{2M_2}\frac{I(b)^2}{v^2}=\frac{M_1}{4M_2}\frac{I(b)^2}{E}.$$

At fixed $b$ a faster ion therefore transfers less energy in a distant encounter, although its maximum transfer $kE$ is larger. There is no conflict with $T=kE\sin^2(\theta/2)$, because in this regime $\theta$ falls as $1/E$ and its square outweighs the factor $E$.

The value of 15 eV is a rough figure for the energy that a silicon atom needs to leave its lattice site for good. At 10000 eV it corresponds to $\sin^2(\theta/2)=15/8106=0.00185$, or $\theta=4.9°$, and to the impact parameter of 0.402 angstrom, or 0.0402 nm, used above. A deflection of a few degrees is enough to create damage. In the other direction, a boron ion with less than $15/0.8106=18.5$ eV cannot supply 15 eV to a silicon atom at rest even head-on. This second number should be read with caution. The ion's energy is then only a few times the energy that binds an atom in the solid, so the neighbouring atoms can no longer be ignored, and the picture of two isolated atoms becomes doubtful.

The assumption of elasticity can be relaxed. Suppose that the collision spends an energy $Q$ on the electrons. Momentum conservation still fixes $\mathbf V$, so $Q$ comes out of the relative motion:

$$\tfrac12\mu u'^2=E_c-Q,\qquad u'=fv,\qquad f=\sqrt{1-Q/E_c}.$$

The relation $\mathbf v_2'=(M_1/M)(\mathbf u-\mathbf u')$ used momentum conservation alone and remains valid. Now $|\mathbf u-\mathbf u'|^2=v^2(1+f^2-2f\cos\theta)$. The factor in front, $\tfrac12M_2(M_1/M)^2v^2$, is $kE/4$, and hence

$$T=\frac{kE}{4}\left(1+f^2-2f\cos\theta\right)=kE\left[f\sin^2\frac\theta2+\frac{(1-f)^2}{4}\right].$$

The second form follows from $\cos\theta=1-2\sin^2(\theta/2)$. For $Q=0$ it returns the elastic result. For small $Q$, $f\approx1-Q/(2E_c)$. As long as $\sin^2(\theta/2)$ is much larger than $Q/(8E_c)$, the second term in the bracket is negligible, and the recoil energy at a given angle is lowered by about the fraction $Q/(2E_c)$.

A rough size for $Q$ comes from two models. The Lindhard–Scharff formula gives the electronic stopping cross section per atom, in atomic units,

$$S=\frac{8\pi Z_1^{1/6}Z_1Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,v .$$

The Oen–Robinson rule shares it out among the collisions as $Q=(0.045\,S/\pi a^2)\,e^{-0.3r_0/a}$. The factor 0.045 is $0.3^2/2$; it makes the integral of $2\pi b\,Q$ over all $b$ equal to $S$ when $r_0$ is replaced by $b$. The result is 77 eV for the head-on collision and 69 eV for $b=0.10$ angstrom. The first lowers the largest recoil energy by $77/(2\times7176)$, or 0.5%, and the second lowers $T$ at the same $\theta$ by about as much. The estimate of $Q$ is uncertain by a factor of two or more. Firsov's formula for the same loss gives 180 eV head-on and 147 eV at $b=0.10$ angstrom, which lowers $T$ by 1.3% and 1.0%.

The target's mass matters more. Natural silicon is mostly silicon-28 but contains heavier isotopes, and for a silicon-30 atom the largest transfer from boron is 3% lower. This is no failure of the formula, which only needs the right mass.

Nor is the target quite at rest. Let it move with velocity $w$ along the ion's path before a head-on collision. The relative velocity is reversed, the target leaves with $2V-w$, and its energy gain is

$$\tfrac12M_2\left[(2V-w)^2-w^2\right]=2M_2V(V-w),\qquad V=\frac{M_1v+M_2w}{M}.$$

Since $V-w=M_1(v-w)/M$, the gain equals $kE(1-w/v)(1+M_2w/M_1v)$. To first order in $w/v$ the relative change is $(M_2/M_1-1)w/v$. Treat the atom as an oscillator with a rough phonon energy $\hbar\omega=0.040$ eV. At 300 K its mean kinetic energy along one axis, zero-point motion included, is $\tfrac14\hbar\omega\coth(\hbar\omega/2k_BT_0)=0.0154$ eV, where $T_0$ is the temperature and $k_B$ is Boltzmann's constant. Then $(w/v)^2=0.0154/(2.541\times10000)$, so $w/v=0.00078$, and the spread is 0.12% in either direction.

This small value belongs to the head-on collision. In a softer one the target gains less velocity, and its thermal velocity matters more. If the target gains the velocity $\Delta\mathbf v$, its energy changes by $\tfrac12M_2\Delta v^2+M_2\mathbf w\cdot\Delta\mathbf v$, where $\mathbf w$ is its thermal velocity. For a soft collision the second term dominates the spread, which relative to $T$ is about $2\sqrt{0.0154\ \text{eV}/T}$. This is 0.7% for the 1143 eV transferred at $b=0.10$ angstrom, and 6% for a transfer of 15 eV.

The remaining effects are much smaller. When the target is tied to its site by a spring of the same phonon energy, the energy it receives at $b=0.10$ angstrom, spring energy included, changes by 0.0004%. The ion is gone before the lattice can respond. The binding makes itself felt later, when the recoil pays for leaving its site. An atom one bond length, 2.35 angstrom, to the side of the ion's path receives of the order of 0.0001 eV in this model. In the silicon lattice the nearest of the four neighbours always lies closer to a line through the target atom, at most 1.92 angstrom from it and about 1.1 angstrom for a typical direction, where it receives about 0.05 eV. This is still negligible beside 1143 eV. Relativity changes the largest transfer by about $10^{-5}$%. The quantum wavelength of the relative motion is 0.0012 angstrom, about 1% of the closest approach at $b=0.10$ angstrom. A classical orbit is therefore a reasonable approximation for connecting $b$ with $\theta$ in close collisions, although the uncertainty principle does not allow a single ion to have both an exact $b$ and an exact direction. The least spread of angle that it leaves is about $\sqrt{(\lambda/2\pi)\,|d\theta/db|}$, with $\lambda$ the wavelength. This is 5% of $\theta$ at $b=0.10$ angstrom, 11% at 0.40 and 22% at 0.80, and it exceeds $\theta$ at 2.35 angstrom, where the classical transfer is an order of magnitude at best. The relation between $T$ and $\theta$ does not need an orbit, since it involves only the momenta long before and long after the collision.

For a single collision of a 10000 eV boron ion with a silicon atom at an impact parameter of at most 0.10 angstrom, the formula gives the recoil energy at a known angle $\theta$ to 1 or 2% once the isotope is given, within the estimates above. The relative spread from the thermal motion of the target grows as the collisions become softer, and reaches 6% at a transfer of 15 eV. A different assumption, that ions meet each atom at random impact parameters, can fail in a silicon crystal. An ion that enters along an open channel is steered by the rows of atoms and avoids close encounters for a long way. Each collision still obeys the same kinematics, but the distribution of $b$ is altered, and with it the depth the ion reaches; the present model does not size that change. The displacement energy is also uncertain and depends on the direction of the recoil. If it were 30 eV instead of 15 eV, the least ion energy would double to 37 eV, and the least angle at 10000 eV would grow by $\sqrt2$, to about 7°. Most of the values behind these estimates are listed in the numerical output below.

## Computed values

```
ion energy E = 10000 eV
masses: B-11 11.009 u, Si-28 27.977 u
ion speed = 4.187 angstrom/fs
relative-motion energy Ec = 7176.2 eV
maximum fraction k (B on Si) = 0.8106
maximum recoil energy = 8105.7 eV = 8.106 keV
k (P-31 on Si) = 0.9974
k (As-75 on Si) = 0.7919
mass ratios: Si/B 2.541, As/Si 2.678
best target mass / ion mass (search) = 1.0000
screening length = 0.1427 angstrom
b (angstrom), theta (deg), T formula (eV), T trajectory (eV)
  0.00   180.000   8105.721   8105.721
  0.05    83.973   3627.313   3627.313
  0.10    44.110   1142.890   1142.890
  0.20    17.666    191.122    191.122
  0.40     4.984     15.323     15.323
  0.80     0.864      0.460      0.460
example b = 0.10 angstrom
closest approach = 0.1349 angstrom
sin^2(theta/2) = 0.14100
recoil energy T = 1142.9 eV = 1.143 keV
energy left to ion (trajectory) = 8857.1 eV
lab recoil angle phi = 67.945 deg
lab ion angle psi = 32.055 deg
Other potential (exponential, twice the screening length):
  b for the same theta = 0.1255 angstrom
  T from trajectory = 1142.9 eV
rough displacement energy = 15 eV
least ion energy to displace Si = 18.5 eV
least theta to displace at E = 4.93 deg
largest b to displace = 0.402 angstrom = 0.0402 nm
Neglected effects (relative change of T):
electronic loss Q, head-on = 77 eV
  change of maximum T = -0.54 %
electronic loss Q, example b = 69 eV
  change of T at same theta = -0.48 %
Si-30 target, maximum T: -3.05 %
temperature = 300 K, phonon = 0.040 eV
target motion, rms, maximum T: 0.120 %
binding during collision, example b: -4.1e-04 %
neighbour distance = 2.35 angstrom
energy given to neighbour = 1.1e-04 eV
relativity, maximum T: 9.2e-06 %
wavelength of relative motion = 0.00121 angstrom
```
